# Finite-Temperature Adler-Wiser Response at Fixed Electron Number

In a self-consistent-field calculation, a density produces a potential and the potential produces a new density. This problem treats the linear response of the second step: how the density of independent electrons at temperature \(T\) changes when the potential changes and the electron number is held fixed.

**Setting.** Space is represented by \(M\) orthonormal sites or grid cells, labelled \(r,s\). The Hamiltonian \(H\) is a Hermitian \(M\times M\) matrix with \(H\psi_i=e_i\psi_i\) and orthonormal, possibly complex, orbitals. Each level holds up to \(g\) electrons (\(g=2\) for spin). The occupations and the electron number per site are

\[
f_i=f(e_i)=\frac{1}{e^{(e_i-\mu)/kT}+1},\qquad n_r=g\sum_i f_i|\psi_i(r)|^2 ,
\]

with \(kT>0\). The Fermi level \(\mu\) is fixed by \(\sum_r n_r=N\), where \(0<N<gM\). A prime on \(f\) means a derivative with respect to energy at fixed \(\mu\), and \(f'_i=f'(e_i)\). The perturbation is a real local potential \(V_r\), with matrix elements \(V_{ij}=\sum_s\psi_i^*(s)V_s\psi_j(s)\).

## (a) How does the matrix \(f(H)\) change?

Find the first-order change of \(f(H)\) when \(H\to H+V\) at fixed \(\mu\), including the case of degenerate levels.

**Solution.** As a function of complex energy, \(f(z)\) has poles only where \(e^{(z-\mu)/kT}=-1\), that is at \(z=\mu+i\pi kT(2m+1)\) with integer \(m\). A counterclockwise loop that surrounds all levels and stays within \(|\mathrm{Im}\,z|<\pi kT\) encloses none of them. Cauchy's formula, applied to each eigenvector, gives

\[
f(H)=\frac{1}{2\pi i}\oint f(z)\,R(z)\,dz,\qquad R(z)=(z-H)^{-1}.
\]

The resolvent of the perturbed Hamiltonian obeys

\[
(z-H-V)^{-1}=R+R\,V\,(z-H-V)^{-1},
\]

as multiplication from the left by \(z-H\) confirms. Replacing the last factor by \(R\) makes an error of second order in \(V\), so the first-order change of the resolvent is \(RVR\). Since \(R\) is bounded on the loop, the integrated error is of second order too. Between eigenstates,

\[
\langle i|\delta f(H)|j\rangle=D_{ij}V_{ij},\qquad
D_{ij}=\frac{1}{2\pi i}\oint\frac{f(z)\,dz}{(z-e_i)(z-e_j)} .
\]

For \(e_i\ne e_j\) the two residues are \(f_i/(e_i-e_j)\) and \(f_j/(e_j-e_i)\). For \(e_i=e_j\) there is one double pole with residue \(f'(e_i)\). Hence

\[
D_{ij}=\begin{cases}\dfrac{f_i-f_j}{e_i-e_j}, & e_i\neq e_j,\\[2mm] f'(e_i), & e_i=e_j.\end{cases}
\]

The second line covers every pair of equal energy, including two different states of a degenerate level. No energy denominator is singular, and the orbitals of a degenerate level need not be adapted to \(V\).

## (b) What is the density response at fixed Fermi level?

Write the change as \(\delta n_r=\sum_s\chi_\mu(r,s)V_s\). Find \(\chi_\mu\) and show that it is real and symmetric.

**Solution.** The density is \(g\) times the site diagonal of \(f(H)\), so

\[
\delta n_r=g\sum_{ij}\psi_i(r)\,D_{ij}V_{ij}\,\psi_j^*(r).
\]

Inserting the definition of \(V_{ij}\) gives

\[
\chi_\mu(r,s)=g\sum_{ij}D_{ij}\,\psi_i(r)\psi_j^*(r)\psi_i^*(s)\psi_j(s).
\]

Complex conjugation of a summand has the same effect as exchanging \(i\) and \(j\), because \(D_{ij}\) is real and symmetric. The full sum is therefore real. Exchanging \(r\) and \(s\) in a summand also amounts to exchanging \(i\) and \(j\), so \(\chi_\mu\) is symmetric.

## (c) How does the Fermi level respond?

Find \(\delta\mu\) at fixed \(N\) and the resulting response matrix \(\chi_0\).

**Solution.** Occupations depend on \(e_i-\mu\), so \(\partial f_i/\partial\mu=-f'_i\). With

\[
p_r=g\sum_i f'_i|\psi_i(r)|^2
\]

this means \(\partial n_r/\partial\mu=-p_r\). The total first-order change is

\[
\delta n_r=\sum_s\chi_\mu(r,s)V_s-p_r\,\delta\mu .
\]

Now sum over \(r\). Orthonormality, \(\sum_r\psi_i(r)\psi_j^*(r)=\delta_{ij}\), leaves only \(i=j\) in the first term, and \(\sum_r p_r=g\sum_i f'_i\). A fixed electron number requires

\[
0=g\sum_i f'_iV_{ii}-g\,\delta\mu\sum_i f'_i
\quad\Rightarrow\quad
\delta\mu=\frac{\sum_i f'_iV_{ii}}{\sum_i f'_i}.
\]

The step is legitimate because \(\partial N/\partial\mu=-g\sum_i f'_i\) is nonzero; the implicit function theorem then makes \(\mu\) a differentiable function of \(V\). For Fermi-Dirac occupations \(f'_i<0\), so \(\delta\mu\) is an average of the level shifts \(V_{ii}\) with positive weights, largest for levels near \(\mu\).

From the definition of \(p\), \(g\sum_i f'_iV_{ii}=\sum_s p_sV_s\). Inserting \(\delta\mu\) gives

\[
\chi_0(r,s)=\chi_\mu(r,s)-\frac{p_r\,p_s}{g\sum_k f'_k}.
\]

**The role of degenerate pairs.** Consider a six-site ring with hopping 1 eV, \(N=4\), \(kT=0.1\) eV and \(V_r=\cos(4\pi r/6)\) times a small amplitude. The plane waves with wave numbers \(+1\) and \(-1\) are degenerate. Each has uniform density, so its \(V_{ii}\) vanishes, and \(V\) acts inside the level through the off-diagonal element alone. The response per unit amplitude is \(-1.167\) eV\(^{-1}\), in agreement with rediagonalization. If degenerate pairs with \(i\ne j\) are dropped, plane waves give \(-0.333\) eV\(^{-1}\). Cosine and sine orbitals still give \(-1.167\) eV\(^{-1}\), since \(V\) is even under \(r\to-r\) and cannot couple an even to an odd orbital. The truncated formula thus depends on an arbitrary choice of orbitals. The full one does not: the pairs within one level contribute \(gf'|P(r,s)|^2\), where \(P(r,s)=\sum_i\psi_i(r)\psi_i^*(s)\) is the projector on that level.

## (d) Is charge conserved?

Show that every column and every row of \(\chi_0\) sums to zero, and interpret both statements.

**Solution.** By orthonormality, \(\sum_r\chi_\mu(r,s)=g\sum_i f'_i|\psi_i(s)|^2=p_s\). Therefore

\[
\sum_r\chi_0(r,s)=p_s-\frac{\left(g\sum_i f'_i\right)p_s}{g\sum_k f'_k}=0 .
\]

No potential can change the electron number. By symmetry, \(\sum_s\chi_0(r,s)=0\) as well: a uniform potential moves all levels and \(\mu\) together and leaves the density alone. At fixed \(\mu\) neither holds, because a positive uniform potential then expels electrons, with response \(p_r<0\) per unit potential.

The argument uses the shape of \(f\) only through \(\sum_k f'_k\neq0\). It remains valid for other smearing functions that are analytic around the spectrum and meet this condition.

## (e) What is the sign of the response?

Show that \(\chi_0\) is negative semidefinite, find its null space, and bound its eigenvalues from below.

**Solution.** First, the sign of \(D_{ij}\). Let \(x_i=(e_i-\mu)/kT\) and \(y=(x_i-x_j)/2\). Since \(f_i=\tfrac12[1-\tanh(x_i/2)]\),

\[
f_i-f_j=-\tfrac12\left[\tanh\frac{x_i}{2}-\tanh\frac{x_j}{2}\right]
=-\frac{\sinh y}{2\cosh(x_i/2)\cosh(x_j/2)} .
\]

Division by \(e_i-e_j=2kT\,y\) gives

\[
D_{ij}=-\frac{1}{4kT}\,\frac{\sinh y}{y}\,\frac{1}{\cosh(x_i/2)\cosh(x_j/2)}<0 .
\]

With \(\sinh y/y\to1\) at \(y=0\), this includes equal energies. For close levels it also avoids the subtraction of nearly equal occupations in numerical work. For widely separated levels the plain quotient is the better choice: in double precision \(\sinh y\) overflows once \(|y|\) exceeds about 710, that is for \(|e_i-e_j|\) above about \(1420\,kT\).

Next, the quadratic form. Since \(\sum_rV_r\psi_i(r)\psi_j^*(r)=V_{ji}=V_{ij}^*\) and \(\sum_rp_rV_r=g\,\delta\mu\sum_kf'_k\),

\[
V^{T}\chi_0V=g\sum_{ij}D_{ij}|V_{ij}|^2-g\,(\delta\mu)^2\sum_kf'_k .
\]

Compare this with the same double sum for the shifted potential \(V-\delta\mu\):

\[
g\sum_{ij}D_{ij}|V_{ij}-\delta\mu\,\delta_{ij}|^2
=g\sum_{ij}D_{ij}|V_{ij}|^2-2g\,\delta\mu\sum_if'_iV_{ii}+g(\delta\mu)^2\sum_if'_i .
\]

By part (c), \(\sum_if'_iV_{ii}=\delta\mu\sum_if'_i\), so the last two terms combine to \(-g(\delta\mu)^2\sum_if'_i\). The two expressions agree:

\[
V^{T}\chi_0V=g\sum_{ij}D_{ij}\,|V_{ij}-\delta\mu\,\delta_{ij}|^2\le0 .
\]

Electrons move, on balance, away from where the potential is raised. The Fermi-level term alone is never negative and opposes this whenever \(\delta\mu\neq0\), but it can at most cancel the negative part.

Equality requires every element of \(V-\delta\mu\) to vanish, because every \(D_{ij}\) is strictly negative. Then \(V_r=\delta\mu\) on every site. For a symmetric semidefinite matrix, the vectors with zero quadratic form are the null vectors, so the null space consists of the uniform potentials.

For the lower bound, the mean value theorem gives \(|D_{ij}|\le\max|f'|\). Since \(|f'|=f(1-f)/kT\), this maximum is at most \(1/(4kT)\). The Fermi-level term is not negative and may be dropped from a lower bound:

\[
V^{T}\chi_0V\ge-\frac{g}{4kT}\sum_{ij}|V_{ij}|^2=-\frac{g}{4kT}\sum_rV_r^2 .
\]

The last equality is the invariance of \(\mathrm{Tr}\,V^2\) under a change of basis. All eigenvalues of \(\chi_0\) lie between \(-g/(4kT)\) and 0.

In a numerical check on a complex six-site Hamiltonian with \(kT=0.3\) eV, the response obtained by rediagonalization has one zero eigenvalue, and the others run from \(-0.715\) to \(-0.224\) eV\(^{-1}\). The bound is \(-1.667\) eV\(^{-1}\).

## (f) Does the sign survive other smearing functions?

Examine first-order Methfessel-Paxton smearing of width \(\sigma\), with \(x=(e-\mu)/\sigma\) and

\[
f=\tfrac12\,\mathrm{erfc}(x)-\frac{x\,e^{-x^2}}{2\sqrt\pi}.
\]

**Solution.** The first term has \(x\)-derivative \(-e^{-x^2}/\sqrt\pi\), the second \(-(1-2x^2)e^{-x^2}/(2\sqrt\pi)\). Together,

\[
f'(e)=-\frac{e^{-x^2}}{\sigma\sqrt\pi}\left(\frac32-x^2\right),
\]

which is positive for \(x^2>3/2\). The proof in (e) then loses its first step, and an example shows that the conclusion can fail.

Take three isolated sites with levels \(-1.5\), 0 and 1.5 eV, \(\sigma=1\) eV, \(g=2\) and \(N=3\). Since \(f(x)+f(-x)=1\), the Fermi level is \(\mu=0\); a numerical scan from \(-8\) to 8 eV finds no other solution. The slopes are 0.0446, \(-0.8463\) and 0.0446 eV\(^{-1}\). For the potential direction \(u=(1,0,-1)/\sqrt2\), the outer levels shift oppositely and have equal slopes, so \(\delta\mu=0\). The orbitals are the sites themselves, so \(u\) has no off-diagonal elements, and

\[
u^{T}\chi_0u=2\left(\tfrac12\cdot0.0446+\tfrac12\cdot0.0446\right)=+0.0892\ \text{eV}^{-1}.
\]

Raising an outer level increases its occupation. Charge is still conserved, because \(\sum_kf'_k\ne0\).

## (g) What remains in a gapped system as \(T\to0\)?

Let \(N/g\) be an integer and let a gap \(\Delta\) separate the lowest \(N/g\) levels from the rest.

**Solution.** At fixed \(N\), the electrons above the gap equal the holes below it. Let \(E_v,E_c\) be the gap edges and \(d_v,d_c\) their degeneracies. At low temperature the balance reads

\[
d_c\,e^{-(E_c-\mu)/kT}\simeq d_v\,e^{-(\mu-E_v)/kT},
\]

so \(\mu\simeq\tfrac12(E_v+E_c)+\tfrac12kT\ln(d_v/d_c)\), which tends to midgap. Every \(|f'_i|=f_i(1-f_i)/kT\) is then at most of order \(e^{-\Delta/2kT}/kT\) and vanishes.

The Fermi-level term vanishes too, although its denominator does. Its quadratic form is \(-g(\delta\mu)^2\sum_kf'_k\), and \(\delta\mu\), being an average of the \(V_{ii}\), stays bounded.

Pairs on the same side of the gap have \(D_{ij}\to0\). For \(i\) occupied and \(a\) empty, \(D_{ia}\to(1-0)/(e_i-e_a)\). Each such pair occurs twice in the double sum, once in each order, and the two terms are complex conjugates:

\[
\chi_0(r,s)\to-2g\,\mathrm{Re}\sum_{i\,\text{occ}}\ \sum_{a\,\text{empty}}
\frac{\psi_i(r)\psi_a^*(r)\psi_i^*(s)\psi_a(s)}{e_a-e_i}.
\]

This is the zero-temperature Adler-Wiser sum. For a four-site chain with a gap of 1.72 eV at \(kT=0.03\) eV, the elements of the two matrices differ by at most about \(10^{-12}\) eV\(^{-1}\).

## (h) Follow the formula through a three-site chain

Take an open chain with matrix element \(-1\) eV between neighbours, \(kT=0.5\) eV, \(g=2\) and \(N=3\). Raise site 1 by 0.01 eV and find the density change.

**Solution.** The levels are \(-1.41421\), 0 and 1.41421 eV, with orbitals

\[
\psi_1=(\tfrac12,\tfrac1{\sqrt2},\tfrac12),\quad
\psi_2=(\tfrac1{\sqrt2},0,-\tfrac1{\sqrt2}),\quad
\psi_3=(\tfrac12,-\tfrac1{\sqrt2},\tfrac12).
\]

The levels are symmetric about zero, so \(\mu=0\) gives \(N=3\). The occupations are 0.94419, 0.5 and 0.05581. The slopes follow from \(f'=-f(1-f)/kT\):

\[
f'_1=f'_3=-\frac{0.94419\times0.05581}{0.5}=-0.10539,\qquad f'_2=-\frac{0.25}{0.5}=-0.5\ \text{eV}^{-1}.
\]

The divided differences are

\[
D_{12}=\frac{0.94419-0.5}{-1.41421}=-0.31409,\qquad
D_{13}=\frac{0.94419-0.05581}{-2.82843}=-0.31409\ \text{eV}^{-1},
\]

and \(D_{23}\) has the same value. They coincide because \(f_3=1-f_1\) and \(e_3=-e_1\), which double both numerator and denominator of \(D_{12}\).

On site 1 the orbital weights \(|\psi_i(1)|^2\) are \(\tfrac14,\tfrac12,\tfrac14\). At fixed \(\mu\), the change there is \(2\times0.01\) eV times \(\sum_{ij}D_{ij}|\psi_i(1)|^2|\psi_j(1)|^2\):

\[
\delta n_1=0.02\left[-\frac{2(0.10539)}{16}-\frac{0.5}{4}-\frac{4(0.31409)}{8}-\frac{2(0.31409)}{16}\right]=-0.006690 .
\]

The other sites change by \(+0.001044\) and \(-0.000408\), so 0.006054 electrons are missing. The level shifts \(V_{ii}\) are 0.0025, 0.0050 and 0.0025 eV, hence

\[
\delta\mu=\frac{2(0.10539)(0.0025)+0.5(0.0050)}{2(0.10539)+0.5}=0.004259\ \text{eV}.
\]

This lies close to the shift of the middle level, which carries about 70% of the weight. With \(p=(-0.60539,-0.21078,-0.60539)\) eV\(^{-1}\), the correction \(-p_r\delta\mu\) is \((0.002578,0.000898,0.002578)\) electrons. The total is

\[
\delta n=(-0.004111,\ 0.001941,\ 0.002170),
\]

where the last digits come from unrounded values. It sums to zero, and rediagonalization gives the same six decimals. So close an agreement is special to this example. With \(S=\mathrm{diag}(1,-1,1)\) one has \(SHS=-H\) and \(SVS=V\), so \(H+V\) has the same site weights as \(H-V\) and its levels with reversed sign. Since \(f\) at \(-(e-\mu)\) equals \(1-f\) at \(e-\mu\), this gives \(n_r(V)=2-n_r(-V)\) at \(N=3\). The density change is odd in \(V\) and its second-order term vanishes. Without this symmetry the linear result is in general in error at order \(V^2\); for the same chain at \(N=2\) the error is about \(6\times10^{-6}\) electrons on site 1 and grows fourfold when \(V\) is doubled.

The quadratic form of part (e) is \(-3.93\times10^{-5}\) eV from pairs \(i\ne j\) and \(-0.19\times10^{-5}\) eV from the diagonal terms. The latter are small because the Fermi-level shift removes the weighted mean of the level shifts and leaves only their spread.

## (i) What does this imply for the SCF map?

Let \(F(n)\) be the density produced by \(H+\mathrm{diag}(Kn)\) at fixed \(N\), with a constant symmetric positive semidefinite interaction matrix \(K\). Find the Jacobian and the range of \(\alpha\) for which linear mixing, \(n\to n+\alpha[F(n)-n]\), converges near a fixed point.

**Solution.** A density change \(d\) changes the potential by \(Kd\), so the Jacobian is \(J=\chi_0K\), with \(\chi_0\) evaluated for the Hamiltonian \(H+\mathrm{diag}(Kn)\). For square matrices, \(AB\) and \(BA\) have the same eigenvalues. With \(A=\chi_0K^{1/2}\) and \(B=K^{1/2}\), \(J\) has the eigenvalues of \(K^{1/2}\chi_0K^{1/2}\), which is real, symmetric and negative semidefinite. The eigenvalues \(\lambda\) of \(J\) are thus real and not positive.

Near the fixed point, one mixing step multiplies an error along an eigenvector by \(1-\alpha(1-\lambda)=1-\alpha(1+|\lambda|)\). Its magnitude is below 1 for all eigenvectors when

\[
0<\alpha<\frac{2}{1+|\lambda|_{\max}} .
\]

The bound of part (e) gives \(|\lambda|_{\max}\le gK_{\max}/(4kT)\), with \(K_{\max}\) the largest eigenvalue of \(K\). If \(K\) has negative eigenvalues, positive \(\lambda\) become possible, and for \(\lambda>1\) the factor exceeds 1 for every \(\alpha>0\).

For the chain of part (h), choose a local interaction \(K=U\) times the unit matrix, with \(U=2\) eV. The chain has one electron per site, so the interaction adds a uniform potential, and \(n=(1,1,1)\) is a fixed point. The eigenvalues of \(\chi_0\) are \(-0.62818\), \(-0.58234\) and 0 eV\(^{-1}\). Multiplication by \(U\) gives \(|\lambda|_{\max}=1.25637\), and the limit is

\[
\alpha<\frac{2}{2.25637}=0.886 .
\]

Plain iteration, \(\alpha=1\), multiplies the corresponding small error by \(-1.256\) per step and moves away from the fixed point. The densities are bounded, so the growth stops: started along this eigenvector, the iteration ends up alternating between two densities, with about \(1\pm0.65\) electrons on the end sites. The bound alone would give \(|\lambda|_{\max}\le2\) and hence the safe but stricter condition \(\alpha<2/3\).

At 0.9 times the limit the error factor is \(1-1.8=-0.8\), and at 1.1 times the limit it is \(1-2.2=-1.2\). Ten steps of the full nonlinear iteration, started with a small error along this eigenvector, change its size by factors of 0.107 and 6.19, in agreement with \(0.8^{10}\) and \(1.2^{10}\).

## Calculated quantities

```
GENERAL TEST, complex 6-site Hamiltonian, N = 5, kT = 0.3 eV
largest error of chi0 against rediagonalization: 8.1e-10 1/eV
eigenvalues of finite-difference chi0 (1/eV): -0.71488 -0.53653 -0.44324 -0.28777 -0.22369 0.00000
lower bound -g/(4kT): -1.66667 1/eV
EXAMPLE chain: t = 1.0 eV, kT = 0.5 eV, N = 3, g = 2
levels (eV): -1.41421 0.00000 1.41421 | mu (eV): 0.00000
orbital 1 on sites 1 2 3: 0.50000 0.70711 0.50000
orbital 2 on sites 1 2 3: 0.70711 0.00000 -0.70711
orbital 3 on sites 1 2 3: 0.50000 -0.70711 0.50000
occupations f: 0.94419 0.50000 0.05581
slopes f' (1/eV): -0.10539 -0.50000 -0.10539
D row 1 (1/eV): -0.10539 -0.31409 -0.31409
D row 2 (1/eV): -0.31409 -0.50000 -0.31409
D row 3 (1/eV): -0.31409 -0.31409 -0.10539
chi at fixed mu, row 1 (1/eV): -0.66896 0.10435 -0.04078
chi at fixed mu, row 2 (1/eV): 0.10435 -0.41948 0.10435
chi at fixed mu, row 3 (1/eV): -0.04078 0.10435 -0.66896
chi0 at fixed N, row 1 (1/eV): -0.41115 0.19411 0.21704
chi0 at fixed N, row 2 (1/eV): 0.19411 -0.38823 0.19411
chi0 at fixed N, row 3 (1/eV): 0.21704 0.19411 -0.41115
eigenvalues of chi0 (1/eV): -0.62818 -0.58234 0.00000
potential on site 1: 0.01 eV
V_ij row 1 (eV): 0.002500 0.003536 0.002500
V_ij row 2 (eV): 0.003536 0.005000 0.003536
V_ij row 3 (eV): 0.002500 0.003536 0.002500
density change at fixed mu (electrons): -0.006690 0.001044 -0.000408
its sum: -0.006054 electrons
Fermi-level shift: formula 0.004259, actual 0.004259 eV
Fermi-level correction (electrons): 0.002578 0.000898 0.002578
total linear change (electrons): -0.004111 0.001941 0.002170
actual change (electrons): -0.004111 0.001941 0.002170
V.chi0.V off-diagonal part: -3.9261e-05 eV
V.chi0.V diagonal part: -1.8534e-06 eV
V.chi0.V total: -4.1115e-05 eV
SCF with U = 2.0 eV: Jacobian eigenvalues: -1.25637 -1.16468 0.00000
mixing limit alpha: 0.88638
error ratio after 10 steps at 0.9 of limit: 0.1074
error ratio after 10 steps at 1.1 of limit: 6.1917
RING, 6 sites, t = 1 eV, N = 4, kT = 0.1 eV, V = cos(4 pi r/6)
response, all pairs: -1.16666; finite difference: -1.16666 1/eV
degenerate pairs dropped, plane waves: -0.33333 1/eV
degenerate pairs dropped, cos/sin orbitals: -1.16666 1/eV
GAPPED chain (bonds 1, 0.3, 1 eV; N = 4): gap 1.72237 eV
kT = 0.03 eV, difference from occupied-empty sum: 7.4e-13 1/eV
METHFESSEL-PAXTON order 1, width 1 eV, levels -1.5, 0, 1.5 eV, N = 3
slopes f' (1/eV): 0.04460 -0.84628 0.04460
u.chi0.u for u = (1,0,-1)/sqrt(2): 0.08920 1/eV
```
